# Electron-repulsion energies of strong-field d² terms in an octahedral field

## Problem

Two electrons occupy the d shell of an ion in an octahedral field, which splits the shell into \(t_2\) (lower) and \(e\) (upper), separated by \(\Delta\). Both sets share one radial function \(R(r)\), and spin-orbit coupling is neglected. Repulsion energies are to be expressed through the Racah parameters

\[
A=F^0-49F_4,\qquad B=F_2-5F_4,\qquad C=35F_4,
\]

where \(F_2=F^2/49\), \(F_4=F^4/441\), and \(F^k\) are the Slater integrals

\[
F^k=\iint R^2(r_1)R^2(r_2)\,\frac{r_<^k}{r_>^{k+1}}\,r_1^2r_2^2\,dr_1dr_2 ,
\]

with \(r_<\) and \(r_>\) the smaller and larger of \(r_1,r_2\), in atomic units.

(a) Find the Coulomb and exchange integrals needed for real d orbitals.

(b) Find the repulsion energy of every term of \(t_2^2\), of \(e^2\) and of \(t_2e\), each configuration taken by itself.

(c) Which of these energies are changed by mixing between configurations? Treat the \({}^3T_1\) terms in full, and check the limit \(\Delta=0\).

(d) Evaluate the results for the round model parameters \(B=800\), \(C=3200\) and \(\Delta=18000\ \mathrm{cm^{-1}}\).

## Solution

### (a) The integrals

**Reduction to averages.** On the unit sphere take

\[
\xi=\sqrt{15}\,yz,\quad \eta=\sqrt{15}\,zx,\quad \zeta=\sqrt{15}\,xy,
\]
\[
u=\tfrac{\sqrt5}{2}(3z^2-1),\quad v=\tfrac{\sqrt{15}}{2}(x^2-y^2).
\]

The first three span \(t_2\), the last two span \(e\). With \(\langle\cdots\rangle\) the average over the sphere, they satisfy \(\langle ab\rangle=\delta_{ab}\). The orbitals are \(R(r)\,a/\sqrt{4\pi}\). Write \((ab|cd)\) for the repulsion between the product \(ab\) of electron 1 and the product \(cd\) of electron 2, and define

\[
J(a,b)=(aa|bb),\qquad K(a,b)=(ab|ab).
\]

The inverse distance is \(\sum_k (r_<^k/r_>^{k+1})P_k(\mathbf n_1\!\cdot\!\mathbf n_2)\). By the addition theorem for spherical harmonics, averaging \(P_k(\mathbf n_1\!\cdot\!\mathbf n_2)f(\mathbf n_2)\) over \(\mathbf n_2\) gives \(f^{(k)}(\mathbf n_1)/(2k+1)\), where \(f^{(k)}\) is the part of \(f\) made of harmonics of degree \(k\). A product of two d functions contains degrees 0, 2 and 4 only. Therefore

\[
(ab|cd)=S_0F^0+\frac{S_2}{5}F^2+\frac{S_4}{9}F^4
=S_0F^0+\frac{49S_2}{5}F_2+49S_4F_4, \tag{1}
\]

with \(S_k=\langle (ab)^{(k)}(cd)^{(k)}\rangle\). The constant part gives \(S_0=\langle ab\rangle\langle cd\rangle\). The five d functions are an orthonormal basis for degree 2, so

\[
S_2=\sum_e\langle abe\rangle\langle cde\rangle .
\]

Parts of different degree are orthogonal, so the three overlaps add up to \(\langle abcd\rangle\), and

\[
S_4=\langle abcd\rangle-S_0-S_2 .
\]

**Monomials.** For three independent normal variables of unit variance, the mean of \(x^{2p}y^{2q}z^{2r}\) is \((2p-1)!!(2q-1)!!(2r-1)!!\), with \((-1)!!=1\). It is also the sphere average times the mean of the radius to the power \(2N\), which is \((2N+1)!!\), where \(N=p+q+r\). The sphere average is the quotient. Thus \(\langle x^2y^2\rangle=1/15\), \(\langle x^2y^2z^2\rangle=1/105\), \(\langle y^4z^2\rangle=3/105\), and at degree eight \(\langle x^4y^4\rangle=9/945\), \(\langle x^2y^2z^4\rangle=3/945\), \(\langle x^6y^2\rangle=15/945\).

**Triple averages.** Direct substitution gives

\[
\langle u\zeta^2\rangle=\tfrac{15\sqrt5}{2}\left(\tfrac{3}{105}-\tfrac{7}{105}\right)=-\tfrac{2\sqrt5}{7},\quad
\langle u\xi^2\rangle=\langle u\eta^2\rangle=\tfrac{15\sqrt5}{2}\left(\tfrac{9}{105}-\tfrac{7}{105}\right)=\tfrac{\sqrt5}{7},
\]
\[
\langle v\eta^2\rangle=-\langle v\xi^2\rangle=\tfrac{15\sqrt{15}}{2}\cdot\tfrac{3-1}{105}=\tfrac{\sqrt{15}}7,\qquad
\langle\xi\eta\zeta\rangle=\tfrac{15\sqrt{15}}{105}=\tfrac{\sqrt{15}}7 .
\]

A rotation by 45° about \(z\) turns \(\zeta\) into \(\pm v\) and leaves \(u\) alone, so \(\langle uv^2\rangle=\langle u\zeta^2\rangle\). The sum of the squares of the five functions is the constant 5, and \(\langle u\rangle=0\); hence \(\langle u^3\rangle=2\sqrt5/7\). Averages that are odd in a coordinate vanish, as do those that change sign when \(x\) and \(y\) are exchanged, such as \(\langle v\zeta^2\rangle\), \(\langle vu^2\rangle\) and \(\langle v^3\rangle\).

**Fourfold averages.** Here

\[
\langle\zeta^4\rangle=\tfrac{225\cdot9}{945}=\tfrac{15}{7},\quad
\langle\xi^2\eta^2\rangle=\tfrac{225\cdot3}{945}=\tfrac57,\quad
\langle\zeta^2v^2\rangle=\tfrac{225}{4}\cdot\tfrac{2(15-9)}{945}=\tfrac57 .
\]

Multiplying the constant sum of squares by \(\zeta^2\) and averaging gives \(\langle\zeta^2u^2\rangle=5-\frac{15}{7}-3\cdot\frac57=\frac57\). The 45° rotation then gives \(\langle u^2v^2\rangle=\frac57\). Finally,

\[
\langle u^4\rangle=\tfrac{25}{16}\left(\tfrac{81}{9}-\tfrac{108}{7}+\tfrac{54}{5}-\tfrac{12}{3}+1\right)=\tfrac{25}{16}\cdot\tfrac{48}{35}=\tfrac{15}{7}.
\]

**Assembly.** For \(J(\zeta,\zeta)\), \(S_0=1\), \(S_2=(2\sqrt5/7)^2=20/49\) and \(S_4=(105-49-20)/49=36/49\). The same numbers hold for \(u\), and for the other orbitals by symmetry. For \(J(\xi,\eta)\), both \(u\) and \(v\) contribute to \(S_2=(5-15)/49\). For \(K(\xi,\eta)\), \(S_0=0\) and only \(e=\zeta\) contributes. The remaining cases follow in the same way:

| Integral | \(49S_2\) | \(49S_4\) | By eq. (1) |
|---|---|---|---|
| \(J(a,a)\) | 20 | 36 | \(F^0+4F_2+36F_4\) |
| \(J(\xi,\eta)\) | −10 | −4 | \(F^0-2F_2-4F_4\) |
| \(K(\xi,\eta)\) | 15 | 20 | \(3F_2+20F_4\) |
| \(J(u,v),J(\zeta,u)\) | −20 | 6 | \(F^0-4F_2+6F_4\) |
| \(K(u,v),K(\zeta,u)\) | 20 | 15 | \(4F_2+15F_4\) |
| \(J(\zeta,v)\) | 20 | −34 | \(F^0+4F_2-34F_4\) |
| \(K(\zeta,v)\) | 0 | 35 | \(35F_4\) |

Inverting the definitions gives \(F_4=C/35\), \(F_2=B+C/7\), \(F^0=A+7C/5\). A combination \(\alpha F^0+\beta F_2+\gamma F_4\) therefore equals \(\alpha A+\beta B+\frac{49\alpha+5\beta+\gamma}{35}C\), and

\[
\begin{aligned}
J(a,a)&=A+4B+3C,\\
J(\xi,\eta)&=A-2B+C, & K(\xi,\eta)&=3B+C,\\
J(u,v)=J(\zeta,u)&=A-4B+C, & K(u,v)=K(\zeta,u)&=4B+C,\\
J(\zeta,v)&=A+4B+C, & K(\zeta,v)&=C.
\end{aligned}\tag{2}
\]

The signs of \(B\) and \(C\) are fixed. \(C\) is positive because \(F^4\) is. Since \(r_<^4/r_>^5\le r_<^2/r_>^3\), also \(F^2\ge F^4\), which makes \(B=(F^2-\frac59F^4)/49\) positive.

### (b) The terms of each configuration

Two electrons in different orbitals \(a,b\) have the spatial functions

\[
\Phi_\pm=\frac{a(1)b(2)\pm b(1)a(2)}{\sqrt2}.
\]

The total wave function is antisymmetric, so \(\Phi_-\) goes with the symmetric spin functions (triplet) and \(\Phi_+\) with the antisymmetric one (singlet). In the expectation value the two direct contributions give \(J\) and the two cross contributions give \(\pm K\):

\[
E(\text{triplet})=J(a,b)-K(a,b),\qquad E(\text{singlet})=J(a,b)+K(a,b). \tag{3}
\]

Closed pairs \(a(1)a(2)\) are singlets with energy \(J(a,a)\). Two of them are coupled by \((ab|ab)=K(a,b)\).

To name the terms, use the quarter turn \(x\to y,\ y\to-x\). It sends

\[
\xi\to-\eta,\quad \eta\to\xi,\quad \zeta\to-\zeta,\quad u\to u,\quad v\to-v .
\]

The \(z\) component of a \(T_1\) set is unchanged by this turn; the \(xy\) component of a \(T_2\) set changes sign.

**Configuration \(t_2^2\).** The open pairs \(\xi\eta,\eta\zeta,\zeta\xi\) behave differently under the half turns about the axes, so they do not couple to each other or to the closed pairs. The threefold rotations permute them, up to signs, so they form threefold sets of equal energy. Under the quarter turn \(\xi(1)\eta(2)\to-\eta(1)\xi(2)\). Thus \(\Phi_-\) is unchanged and belongs to \(T_1\), while \(\Phi_+\) changes sign and belongs to \(T_2\). Equations (2) and (3) give

\[
\begin{aligned}
E({}^3T_1)&=(A-2B+C)-(3B+C)=A-5B,\\
E({}^1T_2)&=(A-2B+C)+(3B+C)=A+B+2C.
\end{aligned}
\]

The closed pairs \(\xi\xi,\eta\eta,\zeta\zeta\) have a \(3\times3\) matrix with \(J(a,a)\) on the diagonal and \(K(\xi,\eta)\) everywhere else. The vector \((1,1,1)\) is invariant under the group, and is \(A_1\). The two directions orthogonal to it form \(E\). Their energies are

\[
\begin{aligned}
E({}^1A_1)&=J(a,a)+2K(\xi,\eta)=A+10B+5C,\\
E({}^1E)&=J(a,a)-K(\xi,\eta)=A+B+2C.
\end{aligned}
\]

The equality of \({}^1E\) and \({}^1T_2\) rests on \(J(a,a)=J(\xi,\eta)+2K(\xi,\eta)\), a property of atomic d functions. No cubic rotation turns one term into the other, so orbitals altered by bonding need not preserve it.

**Configuration \(e^2\).** A threefold rotation acts on \((u,v)\) as a \(2\times2\) orthogonal matrix whose cube is the identity. Its determinant is thus 1, and the antisymmetric product of \(u\) and \(v\) is multiplied by this determinant. The quarter turn changes the sign of that product, so the triplet is \(A_2\):

\[
E({}^3A_2)=(A-4B+C)-(4B+C)=A-8B.
\]

The closed pairs give two roots. The sum \(uu+vv\) is invariant, while \(uu-vv\) is one component of \(E\):

\[
\begin{aligned}
E({}^1A_1)&=J(a,a)+K(u,v)=A+8B+4C,\\
E({}^1E)&=J(a,a)-K(u,v)=A+2C.
\end{aligned}
\]

The other component of \(E\) is the singlet \(uv+vu\). By eq. (3) its energy is \((A-4B+C)+(4B+C)=A+2C\). Symmetry demands this agreement, so it checks the integrals.

**Configuration \(t_2e\).** Among the six orbital products, only \(\zeta u\) and \(\zeta v\) behave like \(\zeta\) under the half turns. The quarter turn sends \(\zeta u\to-\zeta u\) and \(\zeta v\to+\zeta v\). The first belongs to \(T_2\), the second to \(T_1\), and they cannot mix. Each occurs as a triplet and as a singlet:

\[
\begin{aligned}
E({}^3T_1)&=J(\zeta,v)-K(\zeta,v)=A+4B,\\
E({}^1T_1)&=J(\zeta,v)+K(\zeta,v)=A+4B+2C,\\
E({}^3T_2)&=J(\zeta,u)-K(\zeta,u)=A-8B,\\
E({}^1T_2)&=J(\zeta,u)+K(\zeta,u)=A+2C.
\end{aligned}
\]

The two direct integrals differ by \(8B\). The orbitals \(\zeta\) and \(v\) both concentrate charge near the \(xy\) plane, whereas \(u\) has its large lobes along \(z\).

**A check on the counting.** The sum of diagonal energies over all determinants must equal the sum over terms weighted by their degeneracies. An open pair has four determinants, whose energies sum to \(3(J-K)+(J+K)=4J-2K\). For \(t_2^2\) the determinants give

\[
3(A+4B+3C)+3\left[4(A-2B+C)-2(3B+C)\right]=15A-30B+15C,
\]

and the terms give

\[
9(A-5B)+(2+3)(A+B+2C)+(A+10B+5C)=15A-30B+15C .
\]

The mean over the 15 states is \(A-2B+C\). The same count gives means of \(A-\frac83B+\frac43C\) for the 6 states of \(e^2\), and \(A-B+\frac12C\) for the 24 states of \(t_2e\). The last count also runs over pairs such as \(\xi u\), whose integrals are not in eq. (2). Only the sums \(J(a,u)+J(a,v)\) and \(K(a,u)+K(a,v)\) enter. A threefold rotation permutes the \(t_2\) orbitals and mixes \(u,v\) orthogonally, so these sums are the same for all three: \(2A+2C\) and \(4B+2C\). The determinants therefore give \(3[4(2A+2C)-2(4B+2C)]=24A-24B+12C\).

### (c) Mixing between configurations

Repulsion can couple terms of equal spin and symmetry. The terms \({}^3T_1\), \({}^1E\), \({}^1T_2\) and \({}^1A_1\) each occur twice, so their energies above are diagonal matrix elements, not final levels. The terms \({}^3A_2\), \({}^3T_2\) and \({}^1T_1\) occur once. Their energies, with the orbital energies added, are levels of this model without further correction.

For \({}^3T_1\), the coupling between the triplet functions built from \(\xi\eta\) and \(\zeta v\) is

\[
g=(\xi\zeta|\eta v)-(\xi v|\eta\zeta).
\]

In both integrals \(S_0=0\), and \(\langle\xi\eta\zeta v\rangle=0\) because \(v\) changes sign when \(x\) and \(y\) are exchanged. Hence \(S_4=-S_2\). In the first integral only \(e=\eta\) contributes, and \(S_2=\langle\xi\zeta\eta\rangle\langle v\eta^2\rangle=15/49\). Equation (1) gives \(3F_2-15F_4=3B\). In the second only \(e=\xi\) contributes; \(\langle v\xi^2\rangle\) has the opposite sign, and the integral is \(-3B\). Therefore \(g=6B\).

Measured from the mean energy of the d shell, each \(t_2\) electron contributes \(-\frac25\Delta\) and each \(e\) electron \(+\frac35\Delta\). The matrix is

\[
\begin{pmatrix}
A-5B-\frac45\Delta & 6B\\
6B & A+4B+\frac15\Delta
\end{pmatrix}.
\]

Let \(h=\frac12(\Delta+9B)\) be half the diagonal gap and \(\rho=\sqrt{h^2+36B^2}\). The roots are

\[
E_\pm=A-\tfrac12B-\tfrac{3}{10}\Delta\pm\rho. \tag{4}
\]

**No field.** At \(\Delta=0\), \(\rho=B\sqrt{81/4+36}=\frac{15}{2}B\), and the roots are \(A-8B\) and \(A+7B\). The lower one coincides with \({}^3T_2\) and \({}^3A_2\). Together they supply \(3+3+1=7\) orbital states, the free-ion \({}^3F\) term; the upper three form \({}^3P\). This limit tests the coupling as well as the diagonal energies.

It also explains why the \(t_2^2\) triplet lies at \(-5B\) instead of \(-8B\). If a fraction \(p\) of its wave function is \({}^3P\), then \(-8(1-p)+7p=-5\), so \(p=\frac15\). Confining both electrons to \(t_2\) forces in some of the more strongly repelling \({}^3P\) state.

**Strong field.** For \(\Delta\gg B\), expansion of the square root gives \(\rho\approx h+36B^2/(2h)\). The lower level is shifted from its diagonal value by

\[
\delta E\approx-\frac{36B^2}{\Delta+9B}. \tag{5}
\]

The diagonal repulsion energy becomes the level's repulsion energy as \(\Delta/B\to\infty\). At small \(\Delta/B\) it does not: at \(\Delta=0\) the level lies at \(A-8B\), which is \(3B\) below the diagonal value. The \(t_2^2\) weight \((\rho+h)/2\rho\), derived in part (d), is still \(\frac45\) there.

### (d) Numbers

The repulsion energies relative to \(A\), without the orbital energies, are:

| Term | Energy − \(A\) | cm⁻¹ | eV |
|---|---|---|---|
| \(t_2^2\ {}^3T_1\) | \(-5B\) | −4000 | −0.496 |
| \(t_2^2\ {}^1E,{}^1T_2\) | \(B+2C\) | 7200 | 0.893 |
| \(t_2^2\ {}^1A_1\) | \(10B+5C\) | 24000 | 2.976 |
| \(e^2\ {}^3A_2\) | \(-8B\) | −6400 | −0.793 |
| \(e^2\ {}^1E\) | \(2C\) | 6400 | 0.793 |
| \(e^2\ {}^1A_1\) | \(8B+4C\) | 19200 | 2.380 |
| \(t_2e\ {}^3T_1\) | \(4B\) | 3200 | 0.397 |
| \(t_2e\ {}^3T_2\) | \(-8B\) | −6400 | −0.793 |
| \(t_2e\ {}^1T_1\) | \(4B+2C\) | 9600 | 1.190 |
| \(t_2e\ {}^1T_2\) | \(2C\) | 6400 | 0.793 |

For instance, \(10B+5C=8000+16000=24000\ \mathrm{cm^{-1}}\). The diagonal energies of the singlet and triplet of one open pair differ by \(2K\). For \(\zeta v\) this is \(2C=6400\ \mathrm{cm^{-1}}\), while for \(\zeta u\) it is \(8B+2C=12800\ \mathrm{cm^{-1}}\). These are not the splittings of the final levels, because \({}^3T_1\) and \({}^1T_2\) are shifted by mixing. With the field included, \({}^1T_1\) lies at \(3600+9600=13200\ \mathrm{cm^{-1}}\), which is \(5517\ \mathrm{cm^{-1}}\) above the upper \({}^3T_1\) level found below.

With the field included, the diagonal \({}^3T_1\) energies relative to \(A\) are

\[
-14400-4000=-18400\ \mathrm{cm^{-1}},\qquad 3600+3200=6800\ \mathrm{cm^{-1}} .
\]

Their midpoint is \(-5800\), half their gap is \(h=12600\), and the coupling is \(6B=4800\ \mathrm{cm^{-1}}\). Thus \(\rho=\sqrt{12600^2+4800^2}\approx13483\ \mathrm{cm^{-1}}\), and eq. (4) gives levels at \(-19283\) and \(7683\ \mathrm{cm^{-1}}\).

Mixing lowers the lowest triplet by \(883\ \mathrm{cm^{-1}}\). The estimate (5) gives \(4800^2/25200\approx914\ \mathrm{cm^{-1}}\), which is about 3.5% larger than the shift from the full matrix.

The \(t_2^2\) weight follows from the eigenvector. If its components are \(c_1\) (for \(t_2^2\)) and \(c_2\), the first row of the matrix requires \((\rho-h)c_1+gc_2=0\). With \(g^2=(\rho-h)(\rho+h)\), normalization gives

\[
c_1^2=\frac{g^2}{g^2+(\rho-h)^2}=\frac{\rho+h}{2\rho}\approx\frac{13483+12600}{2\times13483}\approx0.967 .
\]

The state is thus 96.7% \(t_2^2\), yet its energy shift exceeds \(B\) itself. A wave function dominated by one configuration does not by itself justify using the diagonal energy when splittings of order \(B\) matter.

The numerical output gives the integrals and term energies obtained by direct integration over two spheres and projection onto the cubic symmetry types. Its "ground level" is the lowest triplet treated here.

## Values computed for the example and the checks

```
Inputs: B = 800, C = 3200, Delta = 18000 cm^-1
1 cm^-1 = 1.239842e-04 eV
Averages: <uuu> = 0.63888, <xi eta zeta> = 0.55328
Integrals: coefficients of F^0, F2s, F4s; then Racah form
J(zeta,zeta): +1 +4 +36 ; +1.00A +4.00B +3.00C
J(xi,eta): +1 -2 -4 ; +1.00A -2.00B +1.00C
K(xi,eta): +0 +3 +20 ; +0.00A +3.00B +1.00C
J(u,v): +1 -4 +6 ; +1.00A -4.00B +1.00C
K(u,v): +0 +4 +15 ; +0.00A +4.00B +1.00C
J(zeta,u): +1 -4 +6 ; +1.00A -4.00B +1.00C
K(zeta,u): +0 +4 +15 ; +0.00A +4.00B +1.00C
J(zeta,v): +1 +4 -34 ; +1.00A +4.00B +1.00C
K(zeta,v): +0 +0 +35 ; +0.00A +0.00B +1.00C
Diagonal term energies; numbers are relative to A
t2^2 3T1 +1.00A -5.00B +0.00C : -4000 cm^-1 = -0.4959 eV
t2^2 1E  +1.00A +1.00B +2.00C : 7200 cm^-1 = 0.8927 eV
t2^2 1T2 +1.00A +1.00B +2.00C : 7200 cm^-1 = 0.8927 eV
t2^2 1A1 +1.00A +10.00B +5.00C : 24000 cm^-1 = 2.9756 eV
e^2  3A2 +1.00A -8.00B +0.00C : -6400 cm^-1 = -0.7935 eV
e^2  1E  +1.00A +0.00B +2.00C : 6400 cm^-1 = 0.7935 eV
e^2  1A1 +1.00A +8.00B +4.00C : 19200 cm^-1 = 2.3805 eV
t2e  3T1 +1.00A +4.00B +0.00C : 3200 cm^-1 = 0.3967 eV
t2e  3T2 +1.00A -8.00B +0.00C : -6400 cm^-1 = -0.7935 eV
t2e  1T1 +1.00A +4.00B +2.00C : 9600 cm^-1 = 1.1902 eV
t2e  1T2 +1.00A +0.00B +2.00C : 6400 cm^-1 = 0.7935 eV
Mean energy of each configuration
t2^2: 15 states, mean +1.00A -2.00B +1.00C
e^2: 6 states, mean +1.00A -2.67B +1.33C
t2e: 24 states, mean +1.00A -1.00B +0.50C
3T1 coupling: +0.00A +6.00B +0.00C = 4800 cm^-1
Free-ion triplets at Delta=0, relative to A: -6400 (7 orbital states), 5600 (3) cm^-1
With Delta included, relative to A:
3T1 diagonal: t2^2 -18400, t2e 6800 cm^-1
3T1 levels after mixing: -19283.3, 7683.3 cm^-1
Ground-level shift by mixing: -883.3 cm^-1
t2^2 weight in the ground level: 96.72 percent
```
